# Transmission of a lateral supercell and its folded transverse wavevectors

**Setting.** Two half-infinite metal leads are joined by a thin scattering region. Electrons move independently in a fixed mean-field potential, and transport is coherent. Leads and scattering region share one lateral lattice, with primitive vectors $\mathbf a_1,\mathbf a_2$ and reciprocal vectors $\mathbf b_i$, where $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Localized orbitals $|\mathbf R\alpha\rangle$ belong to lateral cell $\mathbf R$; the index $\alpha$ labels layer and orbital. By periodicity, the matrix

$$H_{\alpha\beta}(\mathbf R)=\langle \mathbf R'\alpha|H|\mathbf R'+\mathbf R\,\beta\rangle$$

does not depend on $\mathbf R'$, and the same holds for the overlap $S$. The primitive-cell Bloch matrix is $H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)$.

The transmission per spin is

$$T=\mathrm{Tr}\,[\Gamma_L G\,\Gamma_R G^\dagger],$$

where $G$ is the retarded Green's function of the scattering region and $\Gamma_{L,R}$ describe its coupling to the leads. The algebra uses atomic units.

The same junction is now described with the larger lateral cell $n\mathbf a_1,n\mathbf a_2$. It contains $n^2$ primitive cells at $\boldsymbol\tau_l=l_1\mathbf a_1+l_2\mathbf a_2$, with $l_i=0,\dots,n-1$. Its translations are $\mathbf L=n(M_1\mathbf a_1+M_2\mathbf a_2)$ with integer $M_i$, and its Bloch wavevector is $\mathbf K$.

## (a) Folding the Hamiltonian

**Question.** Write the supercell Bloch matrix. Show that it is block-diagonalized by

$$U_{lj}=\frac1n e^{i\mathbf k_j\cdot\boldsymbol\tau_l},\qquad \mathbf k_j=\mathbf K+\frac{j_1\mathbf b_1+j_2\mathbf b_2}{n},\qquad j_i=0,\dots,n-1 .$$

**Answer.** The Bloch sum now runs over supercell translations. Cell $l'$ of the supercell displaced by $\mathbf L$ is separated from cell $l$ by $\mathbf L+\boldsymbol\tau_{l'}-\boldsymbol\tau_l$, so

$$H^{SC}_{ll'}(\mathbf K)=\sum_{\mathbf L}e^{i\mathbf K\cdot\mathbf L}\,H(\mathbf L+\boldsymbol\tau_{l'}-\boldsymbol\tau_l).$$

Each entry is still a matrix in $\alpha$, on which $U$ acts as the identity.

First, $U$ is unitary:

$$(U^\dagger U)_{jj'}=\frac1{n^2}\sum_l e^{i(\mathbf k_{j'}-\mathbf k_j)\cdot\boldsymbol\tau_l}
=\prod_{i=1}^{2}\frac1n\sum_{l_i=0}^{n-1}q_i^{\,l_i},\qquad q_i=e^{2\pi i(j'_i-j_i)/n}.$$

If $j'_i=j_i$, the factor is 1. Otherwise $|j'_i-j_i|<n$ makes $q_i\neq1$, while $q_i^n=1$, and the geometric sum $(1-q_i^n)/(1-q_i)$ vanishes. Hence $U^\dagger U=1$.

Next, apply $H^{SC}$ to a column of $U$:

$$\sum_{l'}H^{SC}_{ll'}U_{l'j}=\frac1n\sum_{\mathbf L,l'}e^{i\mathbf K\cdot\mathbf L}e^{i\mathbf k_j\cdot\boldsymbol\tau_{l'}}H(\mathbf L+\boldsymbol\tau_{l'}-\boldsymbol\tau_l).$$

Since $(\mathbf k_j-\mathbf K)\cdot\mathbf L=2\pi(j_1M_1+j_2M_2)$, we may replace $e^{i\mathbf K\cdot\mathbf L}$ by $e^{i\mathbf k_j\cdot\mathbf L}$. Put $\mathbf R=\mathbf L+\boldsymbol\tau_{l'}-\boldsymbol\tau_l$. As $\mathbf L$ and $l'$ run over their values, $\mathbf R$ takes every primitive lattice vector once. Therefore

$$\sum_{l'}H^{SC}_{ll'}U_{l'j}=\frac1n e^{i\mathbf k_j\cdot\boldsymbol\tau_l}\sum_{\mathbf R}e^{i\mathbf k_j\cdot\mathbf R}H(\mathbf R)=U_{lj}H(\mathbf k_j).$$

Multiplication by $U^\dagger$ gives $U^\dagger H^{SC}(\mathbf K)U=\mathrm{diag}_j\,H(\mathbf k_j)$. The argument used nothing but lateral periodicity, so it holds equally for $S$ and for each block that connects one layer to another.

## (b) Folding the transmission

**Question.** Show that the leads preserve this block structure, and derive the supercell transmission in terms of primitive-cell transmissions.

**Answer.** Let $A=zS-H$ with $z=E+i\eta$ and $\eta>0$. Label the scattering region $D$ and the left lead $L$. The columns of $AG=1$ that belong to $D$ obey, with the left lead alone written out,

$$A_{DD}G_{DD}+A_{DL}G_{LD}=1,\qquad A_{LD}G_{DD}+A_{LL}G_{LD}=0.$$

The second equation gives $G_{LD}=-A_{LL}^{-1}A_{LD}G_{DD}$. Inserting this into the first, and treating the right lead in the same way (the leads do not couple directly), we find

$$G\equiv G_{DD}=(A_{DD}-\Sigma_L-\Sigma_R)^{-1},\qquad \Sigma_L=A_{DL}A_{LL}^{-1}A_{LD}.$$

The inverse $A_{LL}^{-1}$ exists. For any vector $v$ in the lead, $\mathrm{Im}\,v^\dagger A_{LL}v=\eta\,v^\dagger S_{LL}v$, because $H$ and $S$ are Hermitian. With $S$ bounded below by a positive number, this cannot approach zero for normalized $v$.

By part (a), applying $U$ in every layer makes $A_{LL}$, $A_{DL}$ and $A_{LD}$ block diagonal in $j$. The inverse of a block-diagonal matrix consists of the inverses of its blocks. So $\Sigma_L$ is block diagonal, and its block $j$ is the self-energy of the primitive problem at $\mathbf k_j$. The same is true of $\Sigma_R$, of $\Gamma=i(\Sigma-\Sigma^\dagger)$ and of $G$. Inserting $UU^\dagger=1$ between the factors and using the cyclic property of the trace,

$$T_{SC}(E,\mathbf K)=\mathrm{Tr}\,[(U^\dagger\Gamma_LU)(U^\dagger GU)(U^\dagger\Gamma_RU)(U^\dagger G^\dagger U)],$$

$$\boxed{T_{SC}(E,\mathbf K)=\sum_{j}T(E,\mathbf k_j)}$$

The sum has $n^2$ terms, so the limit $\eta\to0^+$ can be taken term by term wherever the individual limits exist. Physically, a perfectly periodic junction conserves the primitive transverse wavevector. The supercell merely lists $n^2$ independent scattering problems under one label $\mathbf K$.

## (c) Meshes and areas

**Question.** Which primitive mesh corresponds to $\mathbf K=0$, and which to an $M\times M$ mesh of supercell wavevectors? What quantity should be compared between cells of different size?

**Answer.** For $\mathbf K=0$ the set is $\mathbf k_j=(j_1\mathbf b_1+j_2\mathbf b_2)/n$, the $n\times n$ mesh that contains $\mathbf k=0$. A different $\mathbf K$ shifts the whole mesh.

The supercell reciprocal vectors are $\mathbf b_i/n$, so an $M\times M$ mesh has $\mathbf K=(p_1\mathbf b_1+p_2\mathbf b_2)/(nM)$ with $p_i=0,\dots,M-1$. The folded components are $(p_i+Mj_i)/(nM)$. By division with remainder, $p_i+Mj_i$ takes each value from 0 to $nM-1$ once. The result is the $nM\times nM$ primitive mesh.

Since $T_{SC}$ belongs to $n^2$ primitive areas, the quantity to compare is $T_{SC}/n^2$:

$$\frac1{M^2}\sum_{\mathbf K}\frac{T_{SC}(\mathbf K)}{n^2}=\frac1{(nM)^2}\sum_{\mathbf k}T(\mathbf k).$$

A larger cell at $\mathbf K=0$ therefore adds no new physics to a periodic junction. It refines the sampling of the transverse Brillouin zone.

## (d) A metal with a two-layer liner

**Question.** An fcc metal with one orthogonal orbital per atom and hopping $-t$ between nearest neighbours is cut by two (001) layers whose site energies are raised by $U_0$. Derive $T(\mathbf k)$, and examine $U_0=0$ and large $U_0$.

**Answer.** Write $k_i=\mathbf k\cdot\mathbf a_i$. The four neighbours within a layer give the energy

$$e=-2t(\cos k_1+\cos k_2).$$

The next layer is displaced laterally by $(\mathbf a_1+\mathbf a_2)/2$. The four neighbours there belong to the cells $0,-\mathbf a_1,-\mathbf a_2,-\mathbf a_1-\mathbf a_2$, so the coupling is

$$-t(1+e^{-ik_1})(1+e^{-ik_2})=-4t\,e^{-i(k_1+k_2)/2}\cos\tfrac{k_1}2\cos\tfrac{k_2}2 .$$

The layers form an open chain, so the sign and phase can be absorbed layer by layer into the orbitals. What remains is the positive coupling $w=4t|\cos(k_1/2)\cos(k_2/2)|$.

Let $x=E-e$. Removing the first layer of a half-infinite lead leaves an identical lead, so its surface Green's function obeys $g=1/(x-w^2g)$. With $\Sigma=w^2g$ this becomes

$$\Sigma^2-x\Sigma+w^2=0,\qquad \Sigma=\frac x2-i\sqrt s,\qquad s=w^2-\frac{x^2}4 .$$

For $s>0$ the minus sign is the retarded choice, because a diagonal element of $(z-H)^{-1}$ has a negative imaginary part. Hence $\Gamma=i(\Sigma-\Sigma^*)=2\sqrt s$ on each side.

For the two liner sites,

$$G^{-1}=\begin{pmatrix}D&-w\\-w&D\end{pmatrix},\qquad D=x-U_0-\Sigma=\frac x2-U_0+i\sqrt s .$$

Inverting, $G_{12}=w/(D^2-w^2)$. The trace reduces to $\Gamma^2|G_{12}|^2$:

$$T=\frac{4s\,w^2}{|D^2-w^2|^2}\quad(s>0).$$

For $s<0$ the self-energy is real, $\Gamma=0$ and $T=0$: the lead has no propagating state at this $\mathbf k$. With $d=x/2-U_0$, the denominator is convenient in the form

$$|D^2-w^2|^2=(d^2-s-w^2)^2+4d^2s .$$

*No liner.* For $U_0=0$, $d^2=x^2/4=w^2-s$. The denominator is $4s^2+4(w^2-s)s=4sw^2$, and $T=1$. Each open channel transmits fully, so $T_{SC}$ then counts the open channels at all $\mathbf k_j$.

*High liner.* For $|U_0|\gg |x|,w$, the denominator tends to $U_0^4$, and to leading order $T\simeq4sw^2/U_0^4$.

## (e) The $3\times3$ supercell in numbers

**Question.** Take $t=0.5$ eV, $U_0=1.5$ eV and $E=0.46$ eV. Evaluate $T_{SC}$ for $n=3$, $\mathbf K=0$.

**Answer.** This $E$ is the Fermi energy for one electron per atom, found as the median band energy on an $80\times80\times80$ wavevector mesh and rounded to 0.01 eV.

The components $k_i/2\pi$ are 0, 1/3 or 2/3. Since 2/3 is equivalent to −1/3 and $e$ and $w$ are even in each component, the nine points form three classes:

| $(\lvert k_1\rvert,\lvert k_2\rvert)/2\pi$ | points | $e$ (eV) | $w$ (eV) | $x$ (eV) | $s$ (eV²) |
|---|---|---|---|---|---|
| (0, 0) | 1 | −2.0 | 2.0 | 2.46 | 2.4871 |
| (0, 1/3) | 4 | −0.5 | 1.0 | 0.96 | 0.7696 |
| (1/3, 1/3) | 4 | 1.0 | 0.5 | −0.54 | 0.1771 |

The second class includes the points with the components exchanged. The values of $d$ are −0.27, −1.02 and −1.77 eV. Then

$$T_1=\frac{4(2.4871)(4)}{(0.0729-2.4871-4)^2+4(0.0729)(2.4871)}=\frac{39.79}{41.87}=0.950,$$

$$T_2=\frac{4(0.7696)(1)}{(1.0404-0.7696-1)^2+4(1.0404)(0.7696)}=\frac{3.078}{3.734}=0.824,$$

$$T_3=\frac{4(0.1771)(0.25)}{(3.1329-0.1771-0.25)^2+4(3.1329)(0.1771)}=\frac{0.1771}{9.541}=0.0186 .$$

The folded sum, added before the terms are rounded, is

$$T_{SC}=T_1+4T_2+4T_3=0.950+3.297+0.074=4.322 .$$

The same number follows without folding. Build the real-space matrices with nine atoms per layer, obtain the lead surface functions by iterative decimation with $\eta=10^{-6}$ eV, and evaluate the trace. This gives $T_{SC}=4.322$.

The small $T_3$ has a simple origin. At fixed $\mathbf k$, an infinitely thick liner would have the band $e+U_0\pm2w$. For the three classes this is −4.5 to 3.5 eV, −1.0 to 3.0 eV and 1.5 to 3.5 eV. The energy 0.46 eV lies inside the first two bands but below the third, where the electron must tunnel. Multiplying the value at $\mathbf k=0$ by nine would give 8.554, about twice the correct sum, because it ignores this variation.

## (f) Resistance per area

**Question.** The cubic lattice constant is 3.6 angstrom. Convert the result to a resistance-area product, and assess the nine-point sampling.

**Answer.** The primitive lateral cell is a square of side $3.6/\sqrt2$ angstrom, with area $A=6.48$ angstrom² $=6.48\times10^{-8}$ µm². At zero temperature and small bias the conductance is $(2e^2/h)T$, the 2 counting spin. With $\bar T=T_{SC}/9=0.480$,

$$RA=\frac{h}{2e^2}\frac{A}{\bar T}=\frac{(12906\ \Omega)(6.48\times10^{-8}\ \mu\mathrm m^2)}{0.480}=1.74\times10^{-3}\ \Omega\,\mu\mathrm m^2 .$$

Averaging the closed form over a $400\times400$ mesh gives $\bar T=0.429$ and $RA=1.95\times10^{-3}$ Ω µm². The nine-point transmission is thus 12% too high relative to the dense mesh. A $3\times3$ mesh of supercell wavevectors gives 0.431, as does the $9\times9$ primitive mesh, in accordance with part (c). Folding is an identity between two descriptions; it does not make a coarse mesh converged.

Without the liner, the dense average is 0.783 open channels per cell and $RA=1.07\times10^{-3}$ Ω µm². This is the ballistic resistance between the two reservoirs. The liner adds the remaining $0.88\times10^{-3}$ Ω µm².

## (g) A defect, and a real via

**Question.** One of the nine atoms in the first liner layer is replaced by a metal atom, with site energy zero. What happens to the sum rule? How does the model compare with a copper via?

**Answer.** The perturbation is $V=-U_0|l_0\rangle\langle l_0|$. In the folded basis

$$(U^\dagger VU)_{jj'}=-\frac{U_0}{n^2}e^{-i(\mathbf k_j-\mathbf k_{j'})\cdot\boldsymbol\tau_{l_0}} .$$

Every pair of folded wavevectors is coupled, with strength $1.5/9=0.17$ eV, and $G$ is no longer block diagonal. The leads remain periodic, so $\Gamma_{L,R}$ stay diagonal and the trace becomes

$$T_{SC}=\sum_{jj'}T_{jj'},\qquad T_{jj'}=\Gamma_L(\mathbf k_j)\,|G_{jj'}|^2\,\Gamma_R(\mathbf k_{j'}),$$

where $G_{jj'}$ connects the first liner layer to the last. The matrix calculation of part (e), with this one site changed, gives $T_{SC}=4.230$. Of this, 3.785 conserves $\mathbf k$ and 0.445 is diffuse. The total is 2.1% below the perfect liner, but that small change conceals a larger exchange: the $\mathbf k$-conserving part falls by 0.537, and diffuse transmission returns 0.445. The defect repeats in every supercell, so the model describes a periodic array of defects, not an isolated one, and these numbers hold only at $\mathbf K=0$. Averaged over a $10\times10$ mesh of $\mathbf K$, the array transmits about 0.6% less than the perfect liner; at single points of that mesh the change ranges from about −5% to +3%.

The sum rule also fails if the self-consistent potential breaks the primitive periodicity, or if a lead does not share the lateral lattice.

The parameters are round values, and the liner is a schematic stand-in for the thin layer at the bottom of a copper via, not a model of a particular liner material. The occupied bandwidth, 6.5 eV, is close to the 7.1 eV of free electrons at copper's density, with one electron per atom. The mean speed on the model's Fermi surface, about $6\times10^5$ m/s, is well below the free-electron value of $1.6\times10^6$ m/s, so the match to copper is only partial. Several features of the real case are missing.

- **Thickness.** Two layers span 3.6 angstrom, whereas real liners are typically of nanometre scale. At the same nine points, six layers, or 10.8 angstrom, give $T_{SC}=3.050$, 29% below two layers, but five layers give 4.846, 12% above. Waves reflected at the two faces of the liner interfere, and nine points do not average this out. On a dense mesh the oscillation is damped but not removed: $\bar T$ is 0.404, 0.429, 0.399, 0.420, 0.406 and 0.413 for one to six layers, and 0.411 for twenty. It settles near 0.41 instead of decaying, because 0.545 of the 0.783 open channels per cell also propagate inside the liner. This weak dependence belongs to a coherent liner without disorder; disorder would add a resistance that grows with thickness.
- **Band structure.** The model omits d states and keeps the site energies fixed. The raised liner atoms hold only about 0.43 electrons each, against one in the metal, and the self-consistent electrostatic response to this charge transfer is missing. A free-electron sphere with four electrons per cubic cell would have $k_F^2A/4\pi=0.960$ channels per lateral cell; the model has 18% fewer.
- **Temperature and bias.** Thermal averaging at 300 K, with the derivative of the Fermi function as weight and a $160\times160$ mesh, changes $\bar T$ by less than 0.1%, which is negligible here. At a rough current density of $10^{10}$ A/m², the energy drop across the junction is $2\times10^{-5}$ eV, far below $k_BT=0.026$ eV.
- **Scattering.** With a rough mean free path of 400 angstrom for copper, the ratio of liner thickness to mean free path is 0.9%. A disordered liner may have a much shorter mean free path of its own.

Real liners generally have a different lattice from copper and contain disorder, so they break the periodicity on which the sum rule rests. The 2.1% found above measures one substitution in this model at $\mathbf K=0$ and is not an estimate for a fully disordered liner.
